\section*{Dark Delay Windows in Entangled Two-Photon Absorption through One Sharp Level}

\section{What dimension and symmetry fix}

An atom absorbs two photons, $a$ and then $b$, through one intermediate level. Photon $b$ arrives later than $a$ by a delay $\tau$, whose probability amplitude $\phi(\tau)$ is constant on a window of length $T$. The intermediate level is detuned from photon $a$ by the angular frequency $\Delta$. Since $\int|\phi|^2d\tau=1$, $\phi$ has dimension $(\text{time})^{-1/2}$. Absorption is governed by an amplitude $M$, the integral of $\phi$ over delay with a phase factor, so $|M|^2$ is a time.

Let the whole window lie at positive delay. Moving it later by $\tau_0$ multiplies $M$ by the phase $e^{-i\Delta\tau_0}$ and leaves $|M|^2$ unchanged. Reversing the sign of $\Delta$ turns $M$ for a real $\phi$ into its complex conjugate. With $\Delta$ and $T$ the two remaining parameters,
\begin{equation}
|M|^2=T\,F(\Delta T),\qquad F(-x)=F(x).
\label{eq:form}
\end{equation}
Any dark condition is therefore a condition on the product $\Delta T$. If the window extends to both sides of zero delay, the absorption order $b$ before $a$ brings in further parameters, and (\ref{eq:form}) no longer follows.

\section{Assumptions and the delay integral}

The atom has levels $g$, $m$, $f$ with $\omega_{ij}=(E_i-E_j)/\hbar$. The photons are distinguishable, for instance by polarization, and have carrier frequencies $\omega_a$, $\omega_b$ with
\begin{equation}
\omega_a+\omega_b=\omega_{fg}.
\label{eq:res}
\end{equation}
Let $t_a$, $t_b$ be the arrival times, $\tau=t_b-t_a$ and $\bar t=(t_a+t_b)/2$. The two-photon amplitude of the light is
\begin{equation}
\langle0|E_b^{+}(t_b)E_a^{+}(t_a)|\psi\rangle
=\mathcal E\,p(\bar t)\,e^{-i\omega_at_a-i\omega_bt_b}\,\phi(\tau),
\label{eq:pair}
\end{equation}
where $E^+$ annihilates a photon, $\mathcal E$ is a constant and $p$ is the pump envelope. For a monochromatic pump $p$ is constant over the time of observation. The field normalization is taken as constant over the pair bandwidth, which requires $1/T$ to be small compared with the optical frequencies. Light is weak enough for second-order perturbation theory with one pair at a time. Define
\begin{equation}
\Delta=\omega_{mg}-\omega_a,\qquad \Delta_b=\omega_{mg}-\omega_b .
\end{equation}
Let $D$ be the product of the two dipole matrix elements for the order $a$ then $b$, and $rD$ the product for the reverse order.

\paragraph{Lemma 1.} The amplitude for reaching $f$ with both photons absorbed is
\begin{align}
c_f&=-\frac{\mathcal E D}{\hbar^2}\left[\int p(\bar t)\,d\bar t\right]M,\\
M&=\int_0^\infty\phi(\tau)e^{-i\Delta\tau}d\tau
+r\int_0^\infty\phi(-u)e^{-i\Delta_bu}du .
\label{eq:M}
\end{align}

\paragraph{Proof.} Each interaction contributes $-i/\hbar$ and the dipole coupling $-dE$, so two of them give $(-i/\hbar)^2(-1)^2=-1/\hbar^2$. The final field is empty; both field operators must therefore annihilate a photon, and (\ref{eq:pair}) is the field factor required. For $t_a<t_b$ the atomic phase is $\omega_{mg}t_a+\omega_{fm}t_b$. Adding the phase of the light gives
\begin{equation}
(\omega_{mg}-\omega_a)t_a+(\omega_{fm}-\omega_b)t_b
=\Delta t_a-\Delta t_b=-\Delta\tau,
\end{equation}
because (\ref{eq:res}) implies $\omega_{fm}-\omega_b=\omega_{fg}-\omega_{mg}-\omega_b=\omega_a-\omega_{mg}=-\Delta$. For $t_b<t_a$, put $u=t_a-t_b>0$. Exchanging the labels $a$ and $b$ gives the phase $-\Delta_bu$, while the delay amplitude is $\phi(-u)$. The change of variables from $(t_a,t_b)$ to $(\bar t,\tau)$ has unit Jacobian, so the integral over $\bar t$ separates. $\square$

The factor in square brackets does not contain $T$. At fixed pair flux, the dependence of absorption on $T$ is that of $|M|^2$.

\section{The dark condition}

\paragraph{Theorem.} Let $m$ be the one intermediate level, without width. Let $\phi(\tau)=T^{-1/2}$ for $\tau_0<\tau<\tau_0+T$ and zero elsewhere, with $\tau_0\ge0$. Then
\begin{equation}
|M|^2=T\left[\frac{\sin(\Delta T/2)}{\Delta T/2}\right]^2,
\label{eq:main}
\end{equation}
which vanishes if and only if $\Delta T=2\pi n$ with $n$ a nonzero integer.

\paragraph{Proof.} There are no negative delays, so the second integral in (\ref{eq:M}) is zero. For $\Delta\ne0$ the first is
\begin{align}
M&=\frac1{\sqrt T}\int_{\tau_0}^{\tau_0+T}e^{-i\Delta\tau}d\tau
=\frac{e^{-i\Delta\tau_0}}{\sqrt T}\,\frac{1-e^{-i\Delta T}}{i\Delta}.
\label{eq:closed}
\end{align}
Taking out half the phase, $1-e^{-ix}=e^{-ix/2}(e^{ix/2}-e^{-ix/2})=2ie^{-ix/2}\sin(x/2)$. Hence
\begin{equation}
M=\sqrt T\,e^{-i\Delta(\tau_0+T/2)}\,
\frac{\sin(\Delta T/2)}{\Delta T/2},
\end{equation}
and its squared modulus is (\ref{eq:main}). The sine vanishes when $\Delta T/2=n\pi$. The case $n=0$ is excluded: at $\Delta=0$ the integrand is constant and $|M|^2=T$. $\square$

The cancellation is between different times spent in level $m$. At $\Delta T=2\pi$, the contributions of delays $\tau$ and $\tau+T/2$ have opposite signs, and the window divides completely into such pairs. For fixed $\Delta$ it helps to write
\begin{equation}
|M|^2=\frac{4}{\Delta^2T}\sin^2\frac{\Delta T}{2}.
\label{eq:fringe}
\end{equation}
The prefactor $4/(\Delta^2T)$, called the fringe maximum below, is the scale against which an imperfect zero will be measured.

\section{The same zero seen in frequency}

Define the pair spectrum by
\begin{equation}
\tilde\phi(\nu)=\int_{-\infty}^{\infty}\phi(\tau)e^{-i\nu\tau}d\tau,
\qquad
\phi(\tau)=\int\frac{d\nu}{2\pi}\tilde\phi(\nu)e^{i\nu\tau}.
\end{equation}
Since $e^{i\nu\tau}=e^{i\nu t_b-i\nu t_a}$, the component $\nu$ has photon frequencies $\omega_a+\nu$ and $\omega_b-\nu$.

\paragraph{Lemma 2.} If $\phi$ vanishes at negative delay, then $M=\tilde\phi(\Delta)$. Resonant and off-resonant photons each supply half of this amplitude.

\paragraph{Proof.} The first statement follows by comparing the definition of $\tilde\phi$ with (\ref{eq:M}). For the second, insert a small damping $\kappa>0$ and integrate over delay first:
\begin{equation}
M=\lim_{\kappa\to0^+}\int\frac{d\nu}{2\pi}
\frac{\tilde\phi(\nu)}{\kappa+i(\Delta-\nu)} .
\end{equation}
In this limit $1/(\kappa+ix)$ becomes $\pi\delta(x)-i\,\mathrm P(1/x)$, where P denotes the principal value. The delta function gives $\tilde\phi(\Delta)/2$. The total is $\tilde\phi(\Delta)$, so the principal-value part must equal the other half. $\square$

At $\nu=\Delta$ photon $a$ has frequency $\omega_{mg}$. In a dark window the spectrum has no amplitude there, and the contributions of all other frequencies cancel among themselves.

A filter that multiplies the spectrum by $G(\nu)$ gives $M=G(\Delta)\tilde\phi(\Delta)$, provided the filtered delay amplitude is still one-sided. Rounding both edges with one such filter therefore keeps the zero. In general the zero is lost if the two edges are rounded differently, or if they spill across zero delay. As an example, the edges of a window starting at $\tau=0$ were smoothed by numerical convolution with a Hann kernel of full width $0.2T$, so that the amplitude began at $-0.1T$. With $\Delta T=2\pi$ and the reverse order forbidden ($r=0$), summation over positive delays gave $|M|^2=2.2\times10^{-4}\,T$, without normalizing the smoothed amplitude again.

\section{Windows on both sides of zero delay}

\paragraph{Proposition 1.} Let the window run from $-s$ to $T-s$ with $0<s<T$, and let $\Delta_b=\Delta\neq0$, $r=1$. Absorption vanishes if and only if both $\Delta s$ and $\Delta(T-s)$ are multiples of $2\pi$. At $\Delta T=2\pi n$, with $n$ a nonzero integer,
\begin{equation}
|M|^2=\frac{16}{\Delta^2T}\sin^4\frac{\Delta s}{2}.
\label{eq:both}
\end{equation}

\paragraph{Proof.} The order $a$ first covers delays from $0$ to $T-s$, and the order $b$ first covers $u$ from $0$ to $s$. Therefore
\begin{equation}
M=\frac{2-e^{-i\Delta(T-s)}-e^{-i\Delta s}}{i\Delta\sqrt T}.
\end{equation}
Two numbers of unit modulus add to $2$ if and only if each equals $1$, which gives the first statement. If $\Delta T=2\pi n$, then $e^{-i\Delta(T-s)}=e^{i\Delta s}$. The numerator becomes $2-2\cos\Delta s=4\sin^2(\Delta s/2)$, and squaring gives (\ref{eq:both}). $\square$

For a centred window, $s=T/2$, the zeros lie at $\Delta T=4\pi j$ with $j$ a nonzero integer. At $\Delta T=2\pi$ the response is $16/(\Delta^2T)$, four times the fringe maximum of the one-sided window. Centring the delay thus turns the first dark point into one of strong absorption.

If the reverse order is negligible, a window displaced by $s$ at $\Delta T=2\pi n$ leaves
\begin{equation}
M=\frac{1-e^{i\Delta s}}{i\Delta\sqrt T},\qquad
|M|^2=\frac4{\Delta^2T}\sin^2\frac{\Delta s}{2}.
\label{eq:misplaced}
\end{equation}
For small $s$ this grows as $s^2$, whereas (\ref{eq:both}) grows as $s^4$: with equal photons the two orders cancel to leading order in $s$.

\section{A level of finite lifetime}

\paragraph{Proposition 2.} Let the amplitude of $m$ decay as $e^{-\kappa\tau}$ and let $\tau_0\ge0$. For $\kappa>0$ the response no longer vanishes. At fixed $\kappa T$, the minimum of the interference factor $|1-e^{-(i\Delta+\kappa)T}|^2$ divided by its maximum is $\tanh^2(\kappa T/2)$.

\paragraph{Proof.} Replacing $i\Delta$ by $i\Delta+\kappa$ in (\ref{eq:closed}) gives
\begin{equation}
|M|^2=\frac{e^{-2\kappa\tau_0}}{T(\Delta^2+\kappa^2)}
\left|1-e^{-(i\Delta+\kappa)T}\right|^2 .
\end{equation}
With $q_0=e^{-\kappa T}$ the interference factor is $1+q_0^2-2q_0\cos\Delta T$. It lies between $(1-q_0)^2$ and $(1+q_0)^2$, and $(1-q_0)/(1+q_0)=\tanh(\kappa T/2)$. $\square$

For $\kappa T\ll1$ the ratio is $(\kappa T/2)^2$. For $\kappa T\gg1$ the term that carries the far edge of the window has decayed, the ratio tends to one, and no fringe remains. Here $\kappa$ describes loss of amplitude; pure dephasing requires a density matrix.

\section{Worked example: a free indium atom}

The ladder is ground level, $6s$, $6p$, with rough transition wavelengths of 410 and 1300 nm. Photon $a$ is chosen 5.0 meV below the first resonance. Its energy is then about 3.02 eV, and (\ref{eq:res}) gives photon $b$ about 0.96 eV. The detuning and first dark duration are
\begin{equation}
\Delta=\frac{5.0\ \text{meV}}{\hbar}=7.596\ \text{rad/ps},\qquad
T=\frac{2\pi}{\Delta}=827\ \text{fs}.
\end{equation}

In a birefringent crystal, pairs born uniformly along the length acquire a rectangular delay amplitude, and $T$ is the length times the group-delay difference per length. For beta barium borate a rough 300 fs/mm is assumed, together with phase matching at these wavelengths. The length is $827/300$, or about 2.8 mm. The value depends on the type of phase matching: Sellmeier data give about 345 fs/mm (2.4 mm) when both photons are ordinary and differ only in colour, and about 500 fs/mm (1.7 mm) when $a$ is ordinary and $b$ extraordinary; photon $a$ is the slower one in both cases. If photon $a$ is the slower one, photon $b$ must be delayed by at least $T$ to bring the window to positive $\tau$. Equation (\ref{eq:main}) gives:

\begin{center}
\begin{tabular}{ccc}
$T$ (fs) & $\Delta T/2\pi$ & $|M|^2$ (fs)\\
207 & 0.25 & 167.6\\
414 & 0.50 & 167.6\\
827 & 1.00 & 0\\
1241 & 1.50 & 55.9\\
1654 & 2.00 & 0
\end{tabular}
\end{center}

The first two values agree because (\ref{eq:fringe}) is proportional to $\sin^2x/x$ with $x=\Delta T/2$: doubling $x$ from $\pi/4$ to $\pi/2$ doubles both numerator and denominator.

At the dark duration the fringe maximum is $4/(\Delta^2T)=83.8$ fs. With the window kept at positive delay, an error $\delta T$ leaves about $\sin^2(\Delta\,\delta T/2)$ of it. One percent corresponds to $\delta T=2\arcsin(0.1)/\Delta=26$ fs, or 0.09 mm of crystal.

\paragraph{What the ideal model omits.} The following leftovers are relative to the fringe maximum at $T=827$ fs.
\begin{itemize}
\item The $6s$ level has two hyperfine components, roughly 8 GHz apart. If one is dark, the other, taken at full weight, leaves $\sin^2(\pi\times8\ \text{GHz}\times T)=4\times10^{-4}$.
\item Crystal dispersion adds a phase $q=\tfrac12\beta L\Delta^2$ to $\Delta T$ in the pair spectrum, where $L$ is the crystal length and $\beta$ the summed group-velocity dispersion. A rough $\beta=200$ fs$^2$/mm gives $q=0.016$ rad and a leftover near $\sin^2(q/2)=6\times10^{-5}$, provided the window clears zero delay by about 200 fs. If photon $a$ is the slower one and photon $b$ is delayed by exactly $T$, the edge broadened by dispersion spills across zero delay and leaves about $10^{-3}$.
\item A remote $5d$ level, about 1.06 eV from photon $a$, contributes at most $(0.005/1.06)^2=2\times10^{-5}$ if its dipole product equals that of $6s$. This follows from $|1-e^{-ix}|\le2$ in (\ref{eq:closed}).
\item At 1100 K the rms Doppler shift of photon $a$ is 0.69 GHz, which leaves $3\times10^{-6}$ when two-photon resonance is maintained.
\item A rough $6s$ lifetime of 7 ns means $\kappa=1/(2\times7\ \text{ns})$ and leaves $9\times10^{-10}$.
\end{itemize}
A misalignment of 50 fs matters more than any of these. A window that starts at $-50$ fs leaves 0.036, in line with (\ref{eq:misplaced}); the reverse order, included with $r=1$, is weak because $\hbar\Delta_b$ is about 2 eV.

The rectangular amplitude also presumes wide, well-aligned beams. In beta barium borate the pump walks off by about 0.08 rad, so the overlap with the collected modes varies along the crystal. For both photons ordinary, equal Gaussian waists and no diffraction, this leaves about 0.1 of the fringe maximum at a waist of 0.1 mm, $8\times10^{-3}$ at 0.2 mm and $2\times10^{-4}$ at 0.5 mm. A tilt of the crystal shifts the phase-matched frequencies and hence $\Delta$; about 30 $\mu$rad leaves one percent.

The one-pair assumption limits the flux. At $10^8$ pairs per second the mean number per window is $8\times10^{-5}$, but the number per $6s$ lifetime is $10^8\times7\times10^{-9}=0.7$. An atom left in $6s$ by one pair could then absorb a photon from the next. This sequence is nevertheless weak for a monochromatic pump. Let $\gamma_f$ be the population decay rate of $f$. With the common coupling constants left out, an isolated pair excites $f$ with probability $4|M|^2/\gamma_f$, because its two frequencies add up sharply to the resonance. Photons from different pairs lack this sharp sum and give about $0.7\,|M|^4$. The ratio is $0.7\,|M|^2\gamma_f/4$, which for $|M|^2=168$ fs and even a broad $\gamma_f=2\pi\times1$ GHz is only $2\times10^{-4}$. The estimate $0.7\,|M|^4$ counts the photons resonant with $6s$ and vanishes at the dark duration; there the off-resonant photons of different pairs still leave about $2\times10^{-8}$ of the fringe maximum for the same $\gamma_f$.

\section{Consequence for a lithographic resist}

Dye sensitizers in resists have broad levels, so the assumption of a sharp intermediate level fails. Take as rough values a detuning of 1 eV and an effective damping $\hbar\kappa=0.05$ eV. The width of a dye level comes largely from dephasing and vibrational structure, which a single loss rate represents only crudely. The first dip lies at $T=2\pi\hbar/(1\ \text{eV})=4.1$ fs, where Proposition 2 gives a minimum-to-maximum ratio of 0.024 for the interference factor at that $\kappa T$; in a scan of $T$ at fixed $\kappa$ the dip in $|M|^2$ is 0.009 of the preceding maximum and 0.040 of the following one. So short a window has a bandwidth comparable with the photon energy, which also strains the assumption of constant field normalization. At the 827 fs of the indium example the ratio is 1.0000, and the fringe has disappeared. Within this model, a millimetre-scale crystal giving such a delay offers no dark fringe for this dye: with the window start $\tau_0$ held fixed, $|M|^2$ falls smoothly as $1/T$. The response then comes from delays shorter than about $1/\kappa=13$ fs and carries the factor $e^{-2\kappa\tau_0}$, so it is suppressed by a late start of the window, to $5\times10^{-4}$ at $\tau_0=50$ fs, and not by interference. To rely on the dark condition of the theorem, one needs $\kappa T\ll1$, a one-sided delay and a single dominant intermediate level. The theorem fixes the relative response; it does not supply an absolute exposure rate.

Numerical values quoted here were computed with a short program.
